Knudsen number of a 50 nm feature in low-pressure argon

**Problem**

Argon fills an etching chamber at a pressure p = 10 mTorr and a temperature T = 300 K. Treat the gas as ideal and its atoms as hard spheres of diameter d = 3.6 Å. The wafer carries features of width L = 50 nm. The Knudsen number of a feature is Kn = λ/L, where λ is the mean free path of an argon atom among other argon atoms.

(a) Derive λ in terms of T, p and d, allowing for the motion of the collision partners.

(b) Show that the feature has a Knudsen number of about 10⁵.

(c) How many collisions with other gas atoms does an entering atom make, on average, along a path of 50 nm?

(d) A round hole is 50 nm wide, 500 nm deep and closed at the bottom. Its walls do not hold atoms but send them off diffusely. Find the mean total path that an atom travels in the hole before it leaves, and the mean number of gas collisions on that path.

(e) At what pressure would the 50 nm feature have Kn = 1, with T and d unchanged? What is the Knudsen number of the chamber itself, if its size is roughly 10 cm?

(f) How does the answer to (b) change if the gas is at 600 K at the same pressure, or if d is 10% smaller or larger? How does the formula for λ change for a radical present in small amounts in the argon?

**Solution**

**(a) The mean free path**

The mean free path is defined here as the mean speed of an atom divided by its mean collision rate:

λ = ⟨v⟩/ν.

Angle brackets denote an average over the atoms of the gas.

*The collision rate.* Two spheres of diameter d touch when their centres are a distance d apart. Follow one atom and describe the others by their velocities relative to it. Partners that approach with relative speed g will touch it within a short time dt if their centres lie in a region of cross-section πd² and length g dt. The radius of this region is d, the sum of two atomic radii, so the cross-section is

σ = πd²,

and not the geometric area πd²/4 of one atom. The region has the volume σg dt. In a dilute gas the partners are spread uniformly with number density n, so the expected number of collisions in dt is nσg dt for partners of relative speed g. Averaging over all pairs of velocities gives

ν = nσ⟨g⟩.

*The mean relative speed.* In equilibrium each Cartesian component of an atom's velocity has a Gaussian distribution with mean zero and variance s² = k_B T/m, where k_B is the Boltzmann constant and m the atomic mass. The mean length of such a velocity vector is

⟨v⟩ = ∫₀^∞ v · 4πv² (2πs²)^(−3/2) exp(−v²/2s²) dv.

Substitute u = v²/(2s²). Then v dv = s² du and v² = 2s²u, so

∫₀^∞ v³ exp(−v²/2s²) dv = 2s⁴ ∫₀^∞ u e^(−u) du = 2s⁴,

because the last integral equals 1. Therefore

⟨v⟩ = 8πs⁴/[(2π)^(3/2) s³] = 4s/√(2π) = s√(8/π).

The mean speed is proportional to s, the standard deviation of one component.

The relative velocity of two atoms is the difference of two independent Gaussian vectors. Each of its components is again Gaussian with mean zero. The variances add, even though the velocities are subtracted, so the variance is 2s² and the standard deviation is √2 s. The same integral then gives

⟨g⟩ = √2 s√(8/π) = √2 ⟨v⟩.

*The result.* Insert this into the definition of λ:

λ = ⟨v⟩/(nσ√2⟨v⟩) = 1/(√2 πd² n).

The ideal-gas law p = n k_B T gives n = p/(k_B T), and so

λ = k_B T/(√2 πd² p).

The mass has cancelled. Heavier atoms at the same temperature move more slowly, but their collision rate falls in the same proportion.

The factor √2 belongs to an atom that is itself part of the thermal gas. An atom much faster than the others sees them as nearly at rest. For it g ≈ v, its collision rate is nσv, and its free path is 1/(nσ), which is longer than λ by the factor √2. A very slow atom is struck by others at the rate nσ⟨v⟩ even though it hardly moves, so its free path tends to zero with its speed. The quantity λ is one representative length for this whole range.

**(b) The Knudsen number**

The pressure is 10 mTorr = 1.3332 Pa, and the thermal energy at 300 K is k_B T = 4.1419×10⁻²¹ J. The number density is

n = 1.3332 Pa/(4.1419×10⁻²¹ J) = 3.219×10²⁰ m⁻³.

With d = 3.6×10⁻¹⁰ m the cross-section is

σ = π(3.6×10⁻¹⁰ m)² = 4.072×10⁻¹⁹ m².

The mean free path follows:

λ = 1/(√2 × 4.072×10⁻¹⁹ m² × 3.219×10²⁰ m⁻³) ≈ 5.4×10⁻³ m = 5.4 mm.

Dividing by the feature width gives

Kn = λ/L = (5.4×10⁻³ m)/(50×10⁻⁹ m) ≈ 1.1×10⁵.

This is about 10⁵, as was to be shown.

A Knudsen number far above 1 means that atoms cross the feature in free flight, from wall to wall or from the opening to a wall. This is called free-molecular flow. A fluid description, with a viscosity and a diffusion coefficient set by collisions between atoms, does not apply inside the feature.

The density shows how empty the feature is. A cube with edges of 50 nm contains on average

nL³ = 3.219×10²⁰ m⁻³ × (50×10⁻⁹ m)³ ≈ 0.04

atoms. At a random moment such a cube is most likely empty. A density or pressure inside the feature therefore has meaning as an average over time or over many equal features, not as a property of the few atoms present at one instant.

**(c) Collisions along one crossing**

It is tempting to say at once that the mean number of collisions on a path ℓ is ℓ/λ. Two points need care: atoms of different speeds have different free paths, and the atoms that enter a feature are not a fair sample of the gas, since fast atoms arrive at the opening more often.

Let f(v) be the distribution of speeds in the gas and ν(v) the collision rate of an atom of speed v. The average of ν(v) over f is the rate ν of part (a). The number of atoms that pass through an opening per unit time is proportional to their speed, so the entering atoms have a speed distribution proportional to v f(v). An atom of speed v needs the time ℓ/v for the path ℓ, and on a short path it makes on average ν(v)ℓ/v collisions. The mean over the entering atoms is

N(ℓ) = ∫ v f(v) [ν(v)ℓ/v] dv / ∫ v f(v) dv.

The factor v in the weight cancels the 1/v in the flight time:

N(ℓ) = ℓ ∫ ν(v) f(v) dv / ∫ v f(v) dv = ℓν/⟨v⟩ = ℓ/λ.

The simple estimate is thus correct for atoms that enter from a thermal gas, provided the gas inside has the same density and temperature as outside. A path is short in the sense used here if ν(v)ℓ/v is much less than 1. For ℓ = 50 nm this fails for atoms slower than roughly 10⁻⁵ of the mean speed, and their share of the entering flux is negligible.

For ℓ = L the result is

N(L) = L/λ = 1/Kn ≈ 9.3×10⁻⁶.

Since this number is so small, it is also the probability of a collision. About one crossing in 10⁵ is interrupted by another gas atom. This is the direct physical reading of the Knudsen number found in (b).

**(d) A deep hole with many wall bounces**

An atom in a deep hole does not cross it once. It may strike the walls many times, and its total path may be much longer than the width. The comparison of λ with L alone does not settle whether gas collisions matter in that case.

Let the hole have cross-sectional area A and depth H. "Diffuse" means that atoms leave a wall in directions that follow the cosine law: the number per unit solid angle is proportional to the cosine of the angle from the wall's normal, whatever the direction of arrival. Neglect gas collisions for the moment, and let all atoms have the same speed v. The path through the hole is a matter of geometry and does not depend on this speed.

*The inflow.* In a gas with isotropic directions the fraction of atoms moving at an angle between θ and θ + dθ from a given axis is ½ sin θ dθ. Those moving towards the opening carry the velocity component v cos θ along the axis, so the number entering per unit time is

J = nAv ∫₀^(π/2) cos θ · ½ sin θ dθ = nAv/4,

because the integral of cos θ sin θ from 0 to π/2 is ½.

*The content.* In the steady state the hole is filled with the same uniform, isotropic gas as the space outside. To see this, suppose that it is. Each unit area of wall then receives nv/4 atoms per unit time. It returns the same number, and the cosine law gives them the directions that atoms of an isotropic gas would have if they came through that surface from the other side. The supposed state therefore maintains itself. It is also the state that is reached, since atoms that were in the hole at the start eventually leave and are replaced by atoms from outside. The hole contains nAH atoms on average.

*The balance.* In a steady state the mean content equals the inflow multiplied by the mean time τ that an atom stays:

nAH = (nAv/4) τ.

Solving for the mean path vτ gives

vτ = 4H.

The density, the area and the speed have all dropped out. The mean path depends on the depth and not on the width. In a narrower hole the atoms make more flights, but the flights are shorter. For H = 500 nm the mean path is

4H = 2000 nm.

*The collisions.* Now let the walls be at the gas temperature and re-emit atoms with thermal speeds. Atoms leaving such a wall have the same speed distribution, proportional to v f(v), as atoms entering through an opening. The result of (c) then applies to each flight, and the sum over all flights gives

N = 4H/λ = (2.0×10⁻⁶ m)/(5.4×10⁻³ m) ≈ 3.7×10⁻⁴.

Even with all wall bounces included, fewer than one visit in a thousand is disturbed by a gas collision.

The value 4H is a mean, and some atoms travel much farther. Their number can be bounded. If a fraction q of the atoms had paths of at least λ, these atoms alone would contribute at least qλ to the mean path. Hence qλ ≤ 4H, and q is at most 3.7×10⁻⁴. The rare long paths do not overturn the conclusion.

If the walls capture some of the atoms, as they do with reactive radicals, each capture ends a path that would otherwise have gone on. The mean path is then shorter than 4H, and for a given mean free path gas collisions are rarer still. In the other direction, the estimate reaches one collision per visit when 4H = λ, that is, at a depth of about 1.3 mm. This mean does not describe a typical visit. Most atoms leave after a few wall bounces near the opening, and the mean is carried by the few that wander deep and collide many times. A random walk with steps of order L needs about λ/L steps to cover a path λ and reaches a depth of order √(λL) ≈ 16 μm. The share of entering atoms that get so deep falls roughly as L divided by the depth, so it is of order √(L/λ). Even in a hole of this depth, therefore, fewer than about one visit in a hundred includes a gas collision. The mean path is still 4H if the gas inside is in equilibrium with the gas outside, because collisions then change neither the mean content nor the inflow used in the balance.

**(e) Other pressures and other lengths**

At fixed T, d and L the formula of part (a) gives Kn ∝ 1/p. The product p Kn is therefore constant, and Kn = 1 is reached at

p₁ = 10 mTorr × 1.079×10⁵ ≈ 1.1×10³ Torr.

This is above atmospheric pressure, which is 760 Torr. A feature of this width is thus not in the continuum regime even in argon at atmospheric pressure and 300 K.

The formula assumed a dilute gas, and this should be examined at the higher pressure. A suitable measure is nd³, which compares the atomic size with the volume available per atom. It is 1.5×10⁻⁸ at 10 mTorr and 1.6×10⁻³ at p₁. Both are small, so the dilute-gas formula may be used for this estimate.

For a chamber of size 10 cm at the original 10 mTorr,

Kn = (5.4 mm)/(100 mm) ≈ 0.054.

The same gas that is free-molecular in the feature is collisional in the chamber, where an atom travels about 19 mean free paths in covering a total path of 10 cm. The value 0.054 is small but not extremely small. Diffusion is a reasonable first description of the chamber's interior, but it becomes unreliable within about one mean free path, here some 5 mm, of a wall or of the wafer.

The two Knudsen numbers suggest a division of the transport problem. On the chamber scale, gas supply and pumping, collisions, gas-phase reactions and losses at the chamber walls together determine how many neutrals of each kind reach the wafer. On the feature scale, these fluxes are given at the opening, and the further course of a neutral is decided by straight flights and by what happens at the walls. The feature does not affect the gas above it through collisions inside the feature, though a wafer covered with reactive features can still consume radicals and lower their density in the chamber.

**(f) Changes of temperature, diameter and species**

*Temperature.* At fixed pressure λ is proportional to T, because a hotter gas is less dense. At 600 K the Knudsen number doubles to 2.2×10⁵. If the density were held fixed instead, λ = 1/(√2 πd² n) would not change in this model.

*Diameter.* Since λ ∝ 1/d², a diameter 10% smaller multiplies the cross-section by 0.81 and gives

Kn = 1.079×10⁵/0.81 ≈ 1.3×10⁵,

while a diameter 10% larger gives

Kn = 1.079×10⁵/1.21 ≈ 8.9×10⁴.

These changes of roughly 20% do not alter the order of magnitude of Kn. They also show why more than two digits of the result would have no physical meaning. Real atoms have no sharp surface: they attract each other at a distance and repel softly at contact. The diameter 3.6 Å is an effective value for collisions that deflect the atoms appreciably, and it depends somewhat on temperature. Grazing encounters, in which the long-range attraction turns the path by a small angle only, are several times more frequent. They are not included in the collision counts of (c) and (d), and including them would leave the feature free-molecular.

Classical paths are adequate for such collisions. The thermal de Broglie wavelength of argon, h/√(2πm k_B T) with h the Planck constant and m = 39.948 atomic mass units, is 0.16 Å at 300 K. This is about 4% of d.

*A radical in argon.* Let a radical of mass m₁ be so dilute that it collides almost entirely with argon atoms, of mass m₂ and density n. Contact occurs at the distance d₁₂, the mean of the two diameters. The variances of the velocity components are k_B T/m₁ and k_B T/m₂, and they add for the relative velocity:

⟨g⟩ = √(8/π) √(k_B T/m₁ + k_B T/m₂) = ⟨v₁⟩ √(1 + m₁/m₂),

where ⟨v₁⟩ = √(8k_B T/(πm₁)) is the radical's mean speed. Dividing this speed by the collision rate nπd₁₂²⟨g⟩ gives

λ₁ = 1/[nπd₁₂² √(1 + m₁/m₂)].

For m₁ = m₂ and d₁₂ = d this is the result of part (a). For a very light radical the square root tends to 1, since the argon atoms are then nearly at rest by comparison. To bring Kn down to 1 in the 50 nm feature, the product d₁₂²√(1 + m₁/m₂) would have to be about 10⁵ times its value for argon. No plausible difference in size and mass between a small radical and argon comes near that factor.

**The model and a real etching plasma**

A pressure of 10 mTorr and a width of some tens of nanometres are rough typical values for low-pressure plasma etching. The assumption of pure argon at 300 K is the one most clearly broken: the discharge heats the gas, and process gases add molecules and radicals. Heating to 600 K at fixed pressure raises Kn by a factor of 2 if d is held fixed, and by somewhat more in real argon, whose effective diameter shrinks as the gas gets hotter. A pressure of 100 mTorr at 300 K would lower it by a factor of 10, to about 10⁴. In both cases the feature remains free-molecular. Ions are not covered by these numbers. They are accelerated towards the wafer, and their cross-sections with neutral atoms differ from πd², so their collisions above the wafer need a separate estimate.

Numerical values quoted here were computed with a short program.
